# Choosing the Contour and Its Points for Complex Gap-Plasmon Modes

## Definitions and conventions

A resist layer of thickness $d$ and permittivity $\varepsilon_d$ fills the gap between two thick metal walls of permittivity $\varepsilon_m$. All media are local, isotropic and non-magnetic. Fields vary as $e^{i\beta z-i\omega t}$, so a mode that decays towards $+z$ has $\mathrm{Im}\,\beta>0$. With $k_0=\omega/c_0=2\pi/\lambda$, where $c_0$ is the speed of light, define

$$n=\frac{\beta}{k_0},\quad \xi=k_0x,\quad a=\frac{k_0d}{2},\quad \kappa^2=n^2-\varepsilon_d,\quad \kappa_m=\sqrt{n^2-\varepsilon_m},\ \ \mathrm{Re}\,\kappa_m>0 .$$

The sign of $\kappa_m$ selects fields that decay into the metal.

The setting discussed here is the pair "contour and number of quadrature points $P$" of a contour eigensolver. In electronic structure such a solver finds the eigenvalues $\lambda_j$ of a matrix $H$ inside a region of the complex plane, using

$$\frac{d}{dz}\ln\det(z-H)=\mathrm{tr}\,(z-H)^{-1}=\sum_j\frac{1}{z-\lambda_j}.$$

For the gap plasmon a scalar function $F(n)$ replaces the determinant. The counting and its error follow the same rules, and $F$ also has branch cuts that the contour must avoid.

## The function whose zeros are wanted

For a TM field $H_y=H(x)$, Ampère's law gives $E_x=\beta H/(\omega\varepsilon_0\varepsilon)$ and $E_z=i\,\partial_xH/(\omega\varepsilon_0\varepsilon)$. Inserting both in $\partial_zE_x-\partial_xE_z=i\omega\mu_0H$, multiplying by $\omega\varepsilon_0/i$ and dividing by $k_0^2$ gives

$$(H'/\varepsilon)'+H=n^2H/\varepsilon ,$$

with primes on $H$ denoting $d/d\xi$. Continuity of tangential fields means that $H$ and $H'/\varepsilon$ are continuous.

In the gap write $H=A\cosh\kappa\xi+B\,\kappa^{-1}\sinh\kappa\xi$. Outside, write $H=Ce^{-\kappa_m(\xi-a)}$ on the right and $H=De^{\kappa_m(\xi+a)}$ on the left. Let $c=\cosh\kappa a$ and $s=\kappa^{-1}\sinh\kappa a$. Continuity of $H$ gives $C=Ac+Bs$ and $D=Ac-Bs$. Continuity of $H'/\varepsilon$ gives

$$\frac{A\kappa^2s+Bc}{\varepsilon_d}=-\frac{\kappa_mC}{\varepsilon_m},\qquad \frac{-A\kappa^2s+Bc}{\varepsilon_d}=\frac{\kappa_mD}{\varepsilon_m}.$$

Substituting $C$ and $D$ turns these into $AX+BY=0$ and $-AX+BY=0$, with

$$X=\frac{\kappa^2s}{\varepsilon_d}+\frac{\kappa_mc}{\varepsilon_m},\qquad Y=\frac{c}{\varepsilon_d}+\frac{\kappa_ms}{\varepsilon_m}.$$

Their difference and sum give $AX=0$ and $BY=0$. A non-zero field needs $X=0$ (even $H$) or $Y=0$ (odd $H$). Multiplying each by $\varepsilon_d\varepsilon_m$,

$$F=F_eF_o,\quad F_e=\varepsilon_m\kappa^2s+\varepsilon_d\kappa_mc,\quad F_o=\varepsilon_mc+\varepsilon_d\kappa_ms .$$

The factor $\kappa^{-1}$ in $s$ matters. With $\sinh\kappa\xi$ alone, the odd field would vanish identically at $\kappa=0$. The determinant would gain a factor $\kappa=(n^2-\varepsilon_d)^{1/2}$, and each enclosed point $n=\pm\sqrt{\varepsilon_d}$ would add a spurious one half to the count.

Two limits help in placing the contour. For $|\varepsilon_m|\to\infty$ the modes satisfy $\kappa=0$ or $\kappa a=im\pi/2$, hence $n^2=\varepsilon_d-(m\pi/2a)^2$ with $m=0,1,2,\dots$ For a thin gap, $|\kappa a|\ll1$, the even condition becomes $\kappa^2\approx-\varepsilon_d\kappa_m/(\varepsilon_ma)$. If also $|\varepsilon_m|\gg|n^2|$, then $\kappa_m\approx\sqrt{-\varepsilon_m}$ and

$$n^2\approx\varepsilon_d\left(1+\frac{1}{a\sqrt{-\varepsilon_m}}\right).$$

Squeezing the gap raises the index of the fundamental gap plasmon.

## Where the contour may run

Both $c$ and $s$ are even in $\kappa$, so the resist creates no branch point. The metal does, at $n=\pm\sqrt{\varepsilon_m}$. The chosen root $\kappa_m$ jumps in sign across

$$n^2=\varepsilon_m-t,\qquad t\ge0 .$$

With $n=x+iy$ this reads $2xy=\mathrm{Im}\,\varepsilon_m$ and $y^2-x^2=-\mathrm{Re}\,\varepsilon_m+t$. For a lossy metal the first-quadrant cut therefore starts at $\sqrt{\varepsilon_m}$ and rises towards the imaginary axis. Its mirror image lies in the third quadrant.

The example is an i-line metal–resist–metal cavity: $\lambda=365$ nm, $d=100$ nm, $\varepsilon_d=2.89+0.03i$, $\varepsilon_m=-18+3.5i$, so $a=0.8607$. The upper cut starts at $0.41+4.26i$. The contour is an ellipse with centre $n_c=1.1+1.5i$ and semi-axes $1.8$ (real direction) and $2.3$ (imaginary direction). Its imaginary parts run from $-0.8$ to $3.8$, so it touches neither cut.

If the contour does cross a cut once, the integral below becomes the change of $\ln F/(2\pi i)$ between the two sides of the cut, where $F$ has different values. In general this is not an integer. Stretching the vertical semi-axis to 4.5 gives $3.032+0.075i$ with 4000 points. Rounding would turn this into a plausible "3". A count that stays off an integer as $P$ grows points to a bad contour.

## From contour integrals to starting values

Near a zero $n_j$ of multiplicity $m_j$, $F=(n-n_j)^{m_j}g$ with $g(n_j)\ne0$. Hence $F'/F=m_j/(n-n_j)+g'/g$, where the prime on $F$ and $g$ means $d/dn$. The residue is $m_j$. With the scaled variable $t=(n-n_c)/2.3$, the residue theorem gives

$$\mu_p=\frac{1}{2\pi i}\oint t^p\,\frac{F'}{F}\,dn=\sum_j m_jt_j^p,\qquad \mu_0=N ,$$

provided that $F$ is analytic inside and has no zero on the contour. Scaling keeps the powers $t^p$ of moderate size.

To recover the zeros, list each one as often as its multiplicity and write $p(t)=\prod_j(t-t_j)=\sum_{k=0}^Na_kt^{N-k}$, $a_0=1$. For large $|t|$, $p'/p=\sum_j(t-t_j)^{-1}=\sum_{i\ge0}\mu_it^{-i-1}$. Comparing coefficients of $t^{N-k-1}$ in $p'=p\,(p'/p)$ gives

$$(N-k)a_k=Na_k+\sum_{i=1}^{k}a_{k-i}\mu_i\quad\Rightarrow\quad a_k=-\frac1k\sum_{i=1}^{k}a_{k-i}\mu_i .$$

With $P=48$ the computed moments are $\mu_0=2.9966+0.0090i$, so $N=3$, and

$$\mu_1=-0.0576-0.5646i,\quad \mu_2=-0.8288-1.1692i,\quad \mu_3=0.0945+0.3373i .$$

The recursion then gives

- $a_1=-\mu_1=0.0576+0.5646i$
- $a_2=(\mu_1^2-\mu_2)/2=0.2566+0.6171i$
- $a_3=-(a_2\mu_1+a_1\mu_2+\mu_3)/3=-0.3469+0.1262i$

The roots of $t^3+a_1t^2+a_2t+a_3$, mapped back by $n=n_c+2.3t$, are the starts $2.001+0.047i$, $1.166+0.113i$ and $0.001+3.041i$.

## How many points are enough

On the ellipse put $u=e^{i\theta}$. Then

$$n-n_c=1.8\cos\theta+2.3i\sin\theta=\alpha u+\frac{\gamma}{u},\quad \alpha=2.05,\ \gamma=-0.25 .$$

For one simple zero, $n-n_j=\alpha(u-u_1)(u-u_2)/u$ with $u_1u_2=\gamma/\alpha$ and $|u_1|\ge|u_2|$, so

$$\frac{d\ln(n-n_j)}{du}=\frac{1}{u-u_1}+\frac{1}{u-u_2}-\frac1u .$$

The trapezoidal rule replaces $\frac{1}{2\pi i}\oint f\,du$ by the average of $uf(u)$ over the $P$ nodes. For $|u_1|<1$ the first term becomes the average of $u/(u-u_1)=\sum_{m\ge0}(u_1/u)^m$. The nodes used here are $\theta_k=2\pi(k+\tfrac12)/P$. Over them $u^{-m}$ averages to zero unless $m=lP$, when it gives $(-1)^l$. The computed contribution is therefore

$$\sum_{l\ge0}(-u_1^P)^l=\frac{1}{1+u_1^P}\approx1-u_1^P$$

instead of 1. For an enclosed zero $u_2$ also lies inside the unit circle and adds an error of about $-u_2^P$, which is no larger. A zero outside the contour contributes an error of about $|u_1|^{-P}$. At a branch point $F'/F$ contains $1/\kappa_m$, an inverse square root instead of a pole; the error then has the same geometric factor per point, multiplied by a slowly varying function of $P$. The overall error therefore scales as $\rho^P$, where $\rho$ is the largest of $|u_1|$ for enclosed zeros and $1/|u_1|$ for outer singularities.

In the example $\rho=0.908$. Solving $\alpha u^2-(n_j-n_c)u+\gamma=0$ shows that it belongs to the evanescent mode near $3.05i$, which lies closest to the contour in this measure. The predicted $\rho^{96}=9.3\times10^{-5}$ agrees with the measured count error at 96 points. The measured errors at 24, 48 and 192 points are $9.4\times10^{-2}$, $9.6\times10^{-3}$ and $8.7\times10^{-9}$. To reach an error $\delta$, choose

$$P\approx\frac{\ln(1/\delta)}{\ln(1/\rho)} ,$$

which is about 48 for $\delta=0.01$. Each further decimal digit costs about 24 points.

A better-placed contour needs fewer points. Replacing $\alpha,\gamma$ by $g\alpha,\gamma/g$ gives a confocal ellipse and divides every $u_1$ by $g$. The inner factor becomes $0.908/g$. The upper branch point, whose factor is $0.764$ here, moves to $0.764g$. They balance at $g=\sqrt{0.908/0.764}=1.09$, where both are $0.83$, and $\delta=0.01$ should then need about 25 points. This estimate assumes that no unlisted zero lies near the new contour.

## Refinement

Newton iteration replaces $n$ by $n-F/F'$. The derivatives follow from $d\kappa/dn=n/\kappa$, which gives $dc/dn=nas$ and $ds/dn=n(ac-s)/\kappa^2$, and from $d\kappa_m/dn=n/\kappa_m$:

$$F_e'=\varepsilon_mn(s+ac)+\varepsilon_dn\left(\frac{c}{\kappa_m}+\kappa_mas\right),$$

$$F_o'=\varepsilon_mnas+\varepsilon_dn\left(\frac{s}{\kappa_m}+\kappa_m\frac{ac-s}{\kappa^2}\right),\qquad F'=F_e'F_o+F_eF_o' .$$

At $\kappa=0$ the last fraction has the finite limit $a^3/3$.

For an error $e=n-n_j$ at a simple zero, $F\approx F'_je+\tfrac12F''_je^2$ and $F'\approx F'_j+F''_je$. The new error is

$$e-\frac{F}{F'}\approx\frac{F''_j}{2F'_j}\,e^2 .$$

For the fundamental mode the errors are $1.1\times10^{-2}$, $3.2\times10^{-4}$, $2.6\times10^{-7}$ and $1.7\times10^{-13}$. Each is about $2.5$ times the square of the one before. At a double zero $F\propto e^2$, and a step only halves the error. Starts that lie close together compared with their own error call for more points or a smaller contour. After refinement, confirm that the results are distinct and still inside the contour, since Newton iteration alone guarantees neither.

The refined indices are:

- Mode 1, even: $n=1.990+0.050i$
- Mode 2, odd: $n=1.181+0.118i$
- Mode 3, even: $n=0.007+3.049i$

The thin-gap formula without loss gives $1.92$ for mode 1, low by 4 %, because $|\kappa a|$ is not small and $\kappa_m$ exceeds $\sqrt{-\varepsilon_m}$. For perfectly conducting walls and a lossless resist, the $m=1$ mode would have $n^2=2.89-3.33<0$ and be evanescent. With the metal walls mode 2 propagates, because the field is not stopped at the wall. It decays into the metal over about 13 nm, but this length is not the effective shift of the wall: a perfectly conducting gap widened by 13 nm per wall gives only $\mathrm{Re}\,n\approx0.90$, and about 24 nm per wall is needed to reach $1.18$. Mode 3 decays along the guide within 19 nm and matters near edges and sources.

## What the boundary residual tells

Collect the four wall conditions in a matrix $M$ acting on $v=(A,B,C,D)$. Its smallest singular value $\sigma_{\min}$ is the least misfit $\|Mv\|$ over all amplitudes with $\|v\|=1$. The residual is

$$r(n)=\frac{\sigma_{\min}(M)}{\sigma_{\max}(M)} .$$

Elimination gives $|\det M|=2|XY|$, which is also the product of the singular values. At a simple zero with a single null vector, one singular value vanishes, and $r$ grows linearly with $|n-n_j|$. The slope depends on the mode and on the scaling of $M$. At the 48-point starts, $r$ divided by the index error is $0.27$, $0.12$ and $0.38$ for modes 1 to 3, so a residual is not itself an index error. After refinement all three residuals are below $10^{-15}$, the level of rounding.

A small residual confirms one mode and says nothing about missing ones. Completeness inside the contour rests on the count. As an independent test, the differential equation was solved by spectral elements with 400 nm metal walls and $H=0$ at the outer ends, without using $F$. It has three eigenvalues inside the ellipse, which agree with the refined indices to better than $10^{-12}$.

## The numbers in a lithographic cavity

Two opposed fundamental modes of equal amplitude give $|e^{i\beta z}+e^{-i\beta z}|^2=2\cosh(2\beta''z)+2\cos(2\beta'z)$, with $\beta=\beta'+i\beta''$. The oscillation has the period

$$\frac{\pi}{\beta'}=\frac{\lambda}{2\,\mathrm{Re}\,n}=\frac{365\ \text{nm}}{2\times1.990}=91.7\ \text{nm},$$

or a half period of 45.9 nm. The patterns of $|E_x|^2$ and $|E_z|^2$ share this period but are shifted by half of it, so away from the gap centre their modulations partly cancel in the sum. The energy of one wave decays over $1/(2k_0\,\mathrm{Im}\,n)=578$ nm, about six periods.

The permittivities are rough values for an i-line resist and a bright near-ultraviolet metal. The 100 nm gap is an illustrative choice; a thinner resist layer raises $\mathrm{Re}\,n$ and shortens the period. Real walls are also finite: 40 nm films backed by air change $n$ by $0.0011+0.0009i$. With the other inputs fixed, a gap wider by 2 nm lowers $\mathrm{Re}\,n$ by $0.004$. Scaling $\varepsilon_m$ by 1.1, an assumed allowance for film quality and temperature, lowers it by $0.018$ and lengthens the period by about 0.8 nm. Complete bleaching of the resist absorption lowers $\mathrm{Im}\,n$ by $0.011$ and lengthens the energy decay to about 745 nm. Moving each wall outward by an estimated electron screening length of 0.07 nm changes $n$ by only about $0.0003$, but this does not bound the nonlocal metal response. A moved wall shifts the electric and magnetic boundaries together, and their effects on $n$ nearly cancel. Screening inside the metal shifts mainly the electric boundary, and in a simple hydrodynamic model it changes $n$ by several thousandths. Roughness scattering, source bandwidth and resist chemistry are left out.

Of the changes sized above, the metal permittivity moves the period most and bleaching moves the loss most. This ranking depends on which inputs are varied. The bleaching estimate keeps $\mathrm{Re}\,\varepsilon_d$ fixed, but a resist index lower by 0.01 lowers $\mathrm{Re}\,n$ by 0.013, so a change of 0.02 would outweigh the metal. Raising $\mathrm{Im}\,\varepsilon_m$ alone by 30 % raises $\mathrm{Im}\,n$ by 0.010, about as much as bleaching lowers it. Since the assumed change of the metal permittivity alone shifts $\mathrm{Re}\,n$ by about 0.02, at most two decimals of $n$ are meaningful for the device, and the second is uncertain. The further digits given here and in the numerical output serve to test the solver.

## Table of computed values

```
wavelength 365.0 nm, photon energy 3.3968 eV
gap 100.0 nm, k0 0.017214 1/nm, a = k0*gap/2 0.860710
eps_d 2.89 +0.03i, eps_m -18.00 +3.50i (dimensionless)
ellipse centre 1.10 +1.50i, semi-axes 1.8, 2.3 (index)
metal branch point 0.41056 +4.26246i (index)
zero count 3, phase winding 3.0000000000 turns
count error with 24 contour points 9.43e-02
count error with 48 contour points 9.63e-03
count error with 96 contour points 9.32e-05
count error with 192 contour points 8.69e-09
predicted convergence factor per point 0.90786
false count when cut is crossed 3.03205 +0.07505i
scaled moment 0, 48 points: 2.9965941 +0.0090079i
scaled moment 1, 48 points: -0.0576139 -0.5646444i
scaled moment 2, 48 points: -0.8287857 -1.1691616i
scaled moment 3, 48 points: 0.0945225 +0.3372664i
mode 1 (even H): start 2.000643 +0.047481i (index)
  refined index 1.9896422709 +0.0502938478i
  residual at start 3.11e-03, refined 3.55e-17
  difference from box eigenvalue 2.60e-14 (index)
  amplitude decay: along guide 1155.04 nm, into metal 12.36 nm
mode 2 (odd H): start 1.165716 +0.113084i (index)
  refined index 1.1805110466 +0.1176595815i
  residual at start 1.92e-03, refined 1.92e-17
  difference from box eigenvalue 8.80e-14 (index)
  amplitude decay: along guide 493.73 nm, into metal 13.15 nm
mode 3 (even H): start 0.001129 +3.040753i (index)
  refined index 0.0074856320 +3.0485039017i
  residual at start 3.83e-03, refined 1.93e-16
  difference from box eigenvalue 4.18e-14 (index)
  amplitude decay: along guide 19.06 nm, into metal 19.32 nm
mode 1 index error after 0 Newton steps 1.14e-02
mode 1 index error after 1 Newton steps 3.19e-04
mode 1 index error after 2 Newton steps 2.60e-07
mode 1 index error after 3 Newton steps 1.73e-13
mode 1 wavenumber 0.0342501 +0.0008658i 1/nm
mode 1 energy decay length 577.52 nm
standing-wave period 91.725 nm, half period 45.863 nm
index shift, 40 nm films backed by air: 0.001123 +0.000908i
index shift, gap wider by 2 nm: -0.004163 -0.000415i
index shift, eps_m scaled by 1.1: -0.018129 -0.003597i
index shift, bleached resist: 0.000472 -0.011296i
electron density 1.80e+29 1/m^3, screening length 0.0654 nm
index shift scale, nonlocal metal: -0.000278 -0.000028i
```
